# Two-Step Electron Distribution in a Diffusive Wire from the Keldysh Equation: a program that tests the result

```python
"""Two-step electron distribution in a diffusive normal wire.

Result under test, at total energy E and fractional position s = x/L:
    f(s,E) = (1-s) f0(E-eV/2) + s f0(E+eV/2)
f0: Fermi function at reservoir temperature T; V: bias; L: wire length.
The Keldysh matrix is g = [[1, 2h], [0, -1]], with h = 1-2f.
D: diffusion coefficient; mean free path = 3D/(Fermi velocity).
Energies are in micro-eV unless a name ends in _J. Other quantities are SI.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, logm, solve_banded
from scipy.special import expn

e, hbar, kB, mass = const.e, const.hbar, const.k, const.m_e
micro_eV = 1e-6 * e

# Rough typical inputs for a copper-like thin-film wire
length, width, thickness = 1.5e-6, 100e-9, 50e-9
D, temperature, voltage = 1.0e-2, 0.050, 0.2e-3
electron_density = 8.5e28
phonon_coupling = 2.0e9          # W m^-3 K^-5, rough
pad_thickness, pad_radius = 500e-9, 100e-6

area = width * thickness
k_fermi = (3 * np.pi**2 * electron_density)**(1 / 3)
v_fermi = hbar * k_fermi / mass
E_fermi_J = (hbar * k_fermi)**2 / (2 * mass)
dos = 1.5 * electron_density / E_fermi_J       # both spins
mean_free_path = 3 * D / v_fermi
conductivity = e**2 * dos * D
resistance = length / (conductivity * area)
diffusion_time = length**2 / D
bias = e * voltage / micro_eV
kT = kB * temperature / micro_eV


def fermi(energy, thermal=kT):
    return 0.5 * (1 - np.tanh(energy / (2 * thermal)))


def two_step(s, energy, thermal=kT):
    return ((1 - s) * fermi(energy - bias / 2, thermal)
            + s * fermi(energy + bias / 2, thermal))


# Matrix equation: only the Keldysh element survives
x = sp.symbols("x", real=True)
h = sp.Function("h")(x)
g = sp.Matrix([[1, 2 * h], [0, -1]])
assert sp.simplify(g * g - sp.eye(2)) == sp.zeros(2)
divergence = (g * g.diff(x)).diff(x)
assert sp.simplify(divergence - sp.Matrix([[0, 2 * h.diff(x, 2)], [0, 0]])) == sp.zeros(2)

# Full matrix boundary-value solution against the two-step formula
matrix_error = 0.0
for energy in (-130.0, -98.0, 0.0, 60.0, 103.0):
    ends = [np.array([[1.0, 2 * (1 - 2 * fermi(energy - mu))], [0.0, -1.0]])
            for mu in (bias / 2, -bias / 2)]
    generator = logm(ends[0] @ ends[1])
    for s in (0.2, 0.5, 0.85):
        solution = ends[0] @ expm(s * generator)
        occupation = (1 - solution[0, 1].real / 2) / 2
        matrix_error = max(matrix_error, abs(occupation - two_step(s, energy)))
assert matrix_error < 1e-7


def lattice_left_weight(columns=50, rows=20, disorder=2.0, samples=250):
    """Share of local spectral weight fed by the left lead.

    Exact Green functions of a disordered square lattice, hopping 1,
    energy -1, weak magnetic phase, absorbing end contacts.
    """
    rng = np.random.default_rng(7)
    n = rows * columns
    row = np.arange(n) % rows
    phase = np.exp(0.1j * row)
    band = np.zeros((2 * rows + 1, n), complex)
    band[rows - 1] = row != 0
    band[rows + 1] = row != rows - 1
    band[0, rows:] = phase[rows:]
    band[2 * rows, :n - rows] = phase[:n - rows].conj()
    contact = np.zeros(n)
    contact[:rows] = contact[-rows:] = 1.0
    sources = np.zeros((n, 2 * rows), complex)
    sources[:rows, :rows] = np.eye(rows)
    sources[-rows:, rows:] = np.eye(rows)
    left, right = np.zeros(columns), np.zeros(columns)
    for _ in range(samples):
        band[rows] = -1.0 - disorder * (rng.random(n) - 0.5) + 1j * contact
        green = solve_banded((rows, rows), band, sources, check_finite=False)
        weight = np.abs(green)**2
        left += weight[:, :rows].sum(axis=1).reshape(columns, rows).sum(axis=1)
        right += weight[:, rows:].sum(axis=1).reshape(columns, rows).sum(axis=1)
    return left / (left + right)


lattice = lattice_left_weight()
site = np.arange(len(lattice))
inner = slice(5, -5)
line = np.polyfit(site[inner], lattice[inner], 1)
lattice_deviation = np.max(np.abs(lattice[inner] - np.polyval(line, site[inner])))
lattice_drop = -line[0] * len(lattice)
# Tolerance covers finite disorder sampling and finite conductance
assert lattice_deviation < 0.04
assert 0.5 < lattice_drop < 1.0


def kinetic_profile(depth, cells):
    """Elastic isotropic scattering; depth is length / mean free path."""
    step = depth / cells
    centre = (np.arange(cells) + 0.5) * step
    edge = np.arange(cells + 1) * step
    kernel = 0.5 * np.abs(np.diff(expn(2, np.abs(centre[:, None] - edge)), axis=1))
    np.fill_diagonal(kernel, 1 - expn(2, step / 2))
    profile = np.linalg.solve(np.eye(cells) - kernel, 0.5 * expn(2, centre))
    middle = slice(cells // 4, 3 * cells // 4)
    slope = -np.polyfit(centre[middle], profile[middle], 1)[0]
    jump_length = (1 / slope - depth) / 2
    flux = 0.25 - 0.5 * np.sum(profile * -np.diff(expn(3, edge)))
    deviation = np.max(np.abs(profile - (1 - centre / depth)))
    return jump_length, flux / slope, deviation


jump_short, diffusion_ratio, _ = kinetic_profile(20.0, 400)
jump_length, _, kinetic_deviation = kinetic_profile(length / mean_free_path, 800)
assert abs(diffusion_ratio - 1 / 3) < 0.005
assert abs(jump_short - jump_length) < 0.01
assert kinetic_deviation < mean_free_path / length

# Moments: local electrochemical potential, equal-energy temperature, current
fine = np.linspace(-400, 400, 16001)
mid_energy = (fine[1:] + fine[:-1]) / 2


def equal_energy_temperature(s):
    return np.sqrt(temperature**2
                   + 3 * s * (1 - s) * (e * voltage / (np.pi * kB))**2)


for s in (0.25, 0.5, 0.8):
    drop = -np.diff(two_step(s, fine))
    mu = np.sum(mid_energy * drop)
    variance = np.sum((mid_energy - mu)**2 * drop)
    T_moment = np.sqrt(3 * variance) * micro_eV / (np.pi * kB)
    assert abs(mu - bias * (0.5 - s)) < 1e-5 * bias
    assert abs(T_moment / equal_energy_temperature(s) - 1) < 1e-4
gradient = (two_step(0.49, fine) - two_step(0.51, fine)) / (0.02 * length)
current = e * dos * D * area * np.sum(gradient) * (fine[1] - fine[0]) * micro_eV
assert abs(current * resistance / voltage - 1) < 1e-6

# Screened-interaction integral over wave number, in scaled variables
for diff_c, omega in ((1.0, 1.0), (2.5, 0.7)):
    integral = quad(lambda q: 1 / (np.pi * (diff_c**2 * q**4 + omega**2)), 0, np.inf)[0]
    assert abs(integral * 2 * np.sqrt(2 * diff_c) * omega**1.5 - 1) < 1e-7
kappa = 1 / (np.sqrt(2) * np.pi * hbar**1.5 * dos * area * np.sqrt(D))

# First correction from electron-electron collisions
dE = 2.0
energies = np.arange(-500, 500 + dE / 2, dE)
transfer = dE * np.arange(-155, 156)
transfer = transfer[transfer != 0]
rate_kernel = kappa * (np.abs(transfer) * micro_eV)**-1.5
shifted = energies[:, None] + transfer[None, :]
shifted_left = fermi(shifted - bias / 2)
shifted_right = fermi(shifted + bias / 2)


def collision_integral(s):
    f = two_step(s, energies)[:, None]
    f_shift = (1 - s) * shifted_left + s * shifted_right
    partner = np.sum(f * (1 - f_shift), axis=0) * dE * micro_eV
    gain = (1 - f) * f_shift * partner
    loss = f * (1 - f_shift) * partner[::-1]
    return np.sum((gain - loss) * rate_kernel, axis=1) * dE * micro_eV


positions = np.linspace(0, 1, 21)
collisions = np.array([collision_integral(s) for s in positions])
middle_rate = collisions[10]
rate_scale = np.max(np.abs(middle_rate))
assert np.max(np.abs(collisions[0])) < 1e-6 * rate_scale
assert abs(np.sum(middle_rate)) < 1e-6 * np.sum(np.abs(middle_rate))
assert abs(np.sum(energies * middle_rate)) < 1e-6 * np.sum(np.abs(energies * middle_rate))
response = np.minimum(positions, 1 - positions) / 2
delta_f = diffusion_time * (response @ collisions) * (positions[1] - positions[0])
ee_change = np.max(np.abs(delta_f))

# Phonons, and spreading resistance and heating of half-plane film pads
T_equal = equal_energy_temperature(0.5)
kT_equal = kB * T_equal / micro_eV
joule_density = conductivity * (voltage / length)**2
phonon_ratio = phonon_coupling * T_equal**5 / joule_density
pad_resistance = np.log(pad_radius / (width / 2)) / (np.pi * conductivity * pad_thickness)
pad_ratio = pad_resistance / resistance
lorenz = np.pi**2 * kB**2 / (3 * e**2)
T_pad = np.sqrt(temperature**2 + voltage**2 * pad_ratio / lorenz)
kT_pad = kB * T_pad / micro_eV
heating_change = np.max(np.abs(two_step(0.5, fine, kT_pad) - two_step(0.5, fine)))

print(f"wire length: {length*1e6:.2f} um")
print(f"wire width, thickness: {width*1e9:.0f}, {thickness*1e9:.0f} nm")
print(f"diffusion coefficient: {D*1e4:.0f} cm2/s")
print(f"reservoir temperature: {temperature:.3f} K")
print(f"bias: {voltage*1e3:.2f} mV")
print(f"electron density: {electron_density*1e-6:.2e} cm^-3")
print(f"thermal energy kT: {kT:.3f} ueV")
print(f"bias energy / kT: {bias/kT:.1f}")
print(f"10-90 percent width of one step: {2*np.log(9)*kT:.1f} ueV")
print(f"Fermi energy: {E_fermi_J/e:.2f} eV")
print(f"Fermi velocity: {v_fermi*100:.3e} cm/s")
print(f"density of states, both spins: {dos*e*1e-6:.3e} eV^-1 cm^-3")
print(f"mean free path: {mean_free_path*1e9:.1f} nm")
print(f"diffusion time: {diffusion_time*1e9:.3f} ns")
print(f"wire resistance: {resistance:.2f} ohm")
print(f"current: {current*1e6:.2f} uA")
print("f at x/L = 0.25, 0.50, 0.75; then equal-energy Fermi")
print("function and two-step f with heated pads, both at x/L = 0.50")
for energy in (-150, -100, -50, 0, 50, 100, 150):
    values = [two_step(s, energy) for s in (0.25, 0.5, 0.75)]
    values += [fermi(energy, kT_equal), two_step(0.5, energy, kT_pad)]
    print(f"E = {energy:4d} ueV: " + "  ".join(f"{v:.4f}" for v in values))
print(f"equal-energy temperature at middle: {T_equal:.3f} K")
print(f"matrix solution, largest error in f: {matrix_error:.1e}")
print(f"lattice weight, largest deviation from line: {lattice_deviation:.4f}")
print(f"lattice weight, fitted drop over wire: {lattice_drop:.3f}")
print(f"kinetic D / (v_F mean free path): {diffusion_ratio:.4f}")
print(f"contact jump length / mean free path: {jump_length:.3f}")
print(f"finite mean free path, largest change of weight: {kinetic_deviation:.4f}")
print(f"Coulomb kappa: {kappa*np.sqrt(1e-3*e)*1e-9:.4f} ns^-1 meV^-1/2")
print(f"length sqrt(hbar D/eV): {np.sqrt(hbar*D/(e*voltage))*1e9:.0f} nm")
print(f"electron collisions, largest |change of f|: {ee_change:.2e}")
print(f"phonon coupling, rough: {phonon_coupling:.1e} W m^-3 K^-5")
print(f"phonon cooling / Joule heating: {phonon_ratio:.2e}")
print(f"bias energy / Fermi energy: {e*voltage/E_fermi_J:.2e}")
print(f"pad thickness: {pad_thickness*1e9:.0f} nm")
print(f"pad outer radius: {pad_radius*1e6:.0f} um")
print(f"one pad's spreading resistance / wire: {pad_ratio:.4f}")
print(f"heated pad temperature at wire end: {T_pad:.3f} K")
print(f"pad heating, largest |change of f| at middle: {heating_change:.3f}")
print(f"heated 10-90 percent step width: {2*np.log(9)*kT_pad:.1f} ueV")
print("PASS")
```

Output:

```
wire length: 1.50 um
wire width, thickness: 100, 50 nm
diffusion coefficient: 100 cm2/s
reservoir temperature: 0.050 K
bias: 0.20 mV
electron density: 8.50e+22 cm^-3
thermal energy kT: 4.309 ueV
bias energy / kT: 46.4
10-90 percent width of one step: 18.9 ueV
Fermi energy: 7.05 eV
Fermi velocity: 1.575e+08 cm/s
density of states, both spins: 1.809e+22 eV^-1 cm^-3
mean free path: 19.1 nm
diffusion time: 0.225 ns
wire resistance: 10.35 ohm
current: 19.32 uA
f at x/L = 0.25, 0.50, 0.75; then equal-energy Fermi
function and two-step f with heated pads, both at x/L = 0.50
E = -150 ueV: 1.0000  1.0000  1.0000  0.9378  0.9840
E = -100 ueV: 0.8750  0.7500  0.6250  0.8592  0.7500
E =  -50 ueV: 0.7500  0.5000  0.2500  0.7118  0.5159
E =    0 ueV: 0.7500  0.5000  0.2500  0.5000  0.5000
E =   50 ueV: 0.7500  0.5000  0.2500  0.2882  0.4841
E =  100 ueV: 0.3750  0.2500  0.1250  0.1408  0.2500
E =  150 ueV: 0.0000  0.0000  0.0000  0.0622  0.0160
equal-energy temperature at middle: 0.642 K
matrix solution, largest error in f: 1.4e-16
lattice weight, largest deviation from line: 0.0091
lattice weight, fitted drop over wire: 0.808
kinetic D / (v_F mean free path): 0.3336
contact jump length / mean free path: 0.712
finite mean free path, largest change of weight: 0.0085
Coulomb kappa: 0.0466 ns^-1 meV^-1/2
length sqrt(hbar D/eV): 181 nm
electron collisions, largest |change of f|: 4.51e-04
phonon coupling, rough: 2.0e+09 W m^-3 K^-5
phonon cooling / Joule heating: 4.23e-04
bias energy / Fermi energy: 2.84e-05
pad thickness: 500 nm
pad outer radius: 100 um
one pad's spreading resistance / wire: 0.0161
heated pad temperature at wire end: 0.170 K
pad heating, largest |change of f| at middle: 0.124
heated 10-90 percent step width: 64.4 ueV
PASS
```
